# Is the EXAFS σ² the sum of crystallographic mean-square displacements?

**Question**

I am modelling the thermal damping of EXAFS for a monatomic fcc crystal. My harmonic model has atoms of mass 60 u, a nearest-neighbour distance of 0.25 nm, and central springs of 30 N/m between nearest neighbours. At 300 K it gives a mean-square displacement \(U=60.2\ \mathrm{pm^2}\) per Cartesian axis, the quantity that crystallographers refine.

The absorber and the scatterer both vibrate, so for the first shell I would set \(\sigma^2=U+U=120\ \mathrm{pm^2}\). A colleague says that the correlated Debye model gives less, and that correlation always reduces \(\sigma^2\). Both numbers describe the same thermal motion, so why should they differ? And is "always" right?

**Answer**

Your sum would be right if the two atoms moved independently. EXAFS measures the spread of the distance between them, and neighbours in a crystal share part of their motion. "Always" is too strong, as the last section shows.

**What each experiment measures**

Let the equilibrium bond be \(\mathbf R=R\,\mathbf e\), with \(\mathbf e\) a unit vector, and let \(\Delta\mathbf u=\mathbf u_j-\mathbf u_0\) be the displacement of the scatterer relative to the absorber. Split it into \(\Delta_\parallel=\mathbf e\cdot\Delta\mathbf u\) and a perpendicular part \(\Delta_\perp\). The instantaneous distance is

\[
r=\sqrt{(R+\Delta_\parallel)^2+\Delta_\perp^2}\approx R+\Delta_\parallel+\frac{\Delta_\perp^2}{2R}.
\]

Since \(\langle\Delta_\parallel\rangle=0\), the variance of \(r\) is, to leading order in displacement over distance,

\[
\sigma^2=\langle\Delta_\parallel^2\rangle .
\]

The perpendicular motion mainly shifts the mean distance. In your crystal at 300 K, \(\langle\Delta_\perp^2\rangle=188\ \mathrm{pm^2}\), so the shift is \(188/(2\times250)=0.38\) pm.

The single-scattering EXAFS signal carries the phase factor \(e^{2ikr}\), where \(k\) is the photoelectron wave number. I neglect the variation of the scattering amplitude over the small spread of \(r\). Harmonic displacements are Gaussian, and a Gaussian variable \(X\) of zero mean obeys \(\langle e^{iX}\rangle=e^{-\langle X^2\rangle/2}\). With \(X=2k\Delta_\parallel\), the damping factor is \(e^{-2k^2\sigma^2}\).

Now expand the square:

\[
\sigma^2=\langle(\mathbf e\cdot\mathbf u_j-\mathbf e\cdot\mathbf u_0)^2\rangle=U_0+U_j-2C,
\]
\[
U_i=\langle(\mathbf e\cdot\mathbf u_i)^2\rangle,\qquad C=\langle(\mathbf e\cdot\mathbf u_0)(\mathbf e\cdot\mathbf u_j)\rangle .
\]

When both atoms have the same mean-square displacement along the bond, \(U_0=U_j=U\), as in your cubic monatomic crystal, \(\sigma^2=2(U-C)\). Your sum omits \(C\).

Diffraction also contains pairs of atoms. For scattering vector \(\mathbf Q\) in a cubic crystal with one atom per primitive cell, such as yours, the thermal factor of a pair is

\[
\left\langle e^{i\mathbf Q\cdot(\mathbf u_i-\mathbf u_j)}\right\rangle
=e^{-Q^2U}\,e^{\langle(\mathbf Q\cdot\mathbf u_i)(\mathbf Q\cdot\mathbf u_j)\rangle}.
\]

The sharp Bragg peaks come from pairs at unlimited separation. There the correlation vanishes and the second factor tends to 1, which leaves \(e^{-Q^2U}\). What correlated pairs add beyond this is diffuse scattering. A Bragg refinement therefore yields \(U\) without \(C\).

**The correlation from lattice waves**

For \(N\) atoms of mass \(M\), one per primitive cell, write

\[
\mathbf u_i=\frac{1}{\sqrt{NM}}\sum_{\mathbf q s}\boldsymbol\varepsilon_{\mathbf q s}\,Q_{\mathbf q s}\,e^{i\mathbf q\cdot\mathbf R_i},
\]

with real orthonormal polarization vectors \(\boldsymbol\varepsilon_{\mathbf q s}\) for the three branches \(s\). Because \(\mathbf u_i\) is real, \(Q_{-\mathbf q s}=Q_{\mathbf q s}^*\). The average \(\langle Q_{\mathbf q s}Q^*_{\mathbf q' s'}\rangle\) vanishes unless \(\mathbf q'=\mathbf q\) and \(s'=s\), so in a product of two displacements only the terms \(\langle Q_{\mathbf q s}Q_{-\mathbf q s}\rangle=\langle|Q_{\mathbf q s}|^2\rangle\) survive. The mean energy of a mode is \((\hbar\omega/2)\coth(\hbar\omega/2k_BT)\). Half of it is potential energy, \(\tfrac12\omega^2\langle|Q|^2\rangle\), so

\[
\langle|Q|^2\rangle=\frac{\hbar}{2\omega}\coth\frac{\hbar\omega}{2k_BT}.
\]

Insert this into \(C\). The terms \(\mathbf q\) and \(-\mathbf q\) combine into a cosine:

\[
C=\frac1N\sum_{\mathbf q s}\frac{\hbar}{2M\omega}\coth\!\frac{\hbar\omega}{2k_BT}\,(\mathbf e\cdot\boldsymbol\varepsilon_{\mathbf q s})^2\cos(\mathbf q\cdot\mathbf R).
\]

Setting \(\mathbf R=0\) in the cosine gives \(U\). Hence \(\sigma^2=2(U-C)\) contains the factor \(2(1-\cos\mathbf q\cdot\mathbf R)\), which is small for wavelengths much longer than the bond. Such waves move both atoms together: they contribute to \(U\) but hardly stretch the bond.

**The correlated Debye model**

Assume \(\omega=cq\) for all three branches, inside a sphere of radius \(q_D=(6\pi^2n)^{1/3}\), where \(n\) is the number density. This sphere holds \(N\) wave vectors. Two simplifications follow:

- At each \(\mathbf q\) the polarizations are orthonormal, so \(\sum_s(\mathbf e\cdot\boldsymbol\varepsilon_{\mathbf q s})^2=1\).
- The average over directions of \(\mathbf q\) is \(\tfrac12\int_{-1}^{1}\cos(qR\mu)\,d\mu=\sin(qR)/(qR)\).

The sum \((1/N)\sum_{\mathbf q}\) becomes \((3/q_D^3)\int_0^{q_D}q^2dq=(3/\omega_D^3)\int_0^{\omega_D}\omega^2d\omega\), with \(\omega_D=cq_D\). One power of \(\omega\) cancels against the mode amplitude:

\[
U=\frac{3\hbar}{2M\omega_D^3}\int_0^{\omega_D}\omega\coth\frac{\hbar\omega}{2k_BT}\,d\omega,
\]
\[
C=\frac{3\hbar}{2M\omega_D^3}\int_0^{\omega_D}\omega\coth\frac{\hbar\omega}{2k_BT}\;\frac{\sin(\omega R/c)}{\omega R/c}\,d\omega .
\]

Let \(x=q_DR=\omega_DR/c\). At \(T=0\) the coth is 1, and the integrals are \(\omega_D^2/2\) and \((c/R)^2(1-\cos x)=\omega_D^2(1-\cos x)/x^2\). Therefore

\[
U=\frac{3\hbar}{4M\omega_D},\qquad \frac CU=\frac{2(1-\cos x)}{x^2}\qquad(T=0).
\]

In the classical limit \(\coth(\hbar\omega/2k_BT)\to2k_BT/\hbar\omega\), and

\[
U=\frac{3k_BT}{M\omega_D^2},\qquad \frac CU=\frac{\mathrm{Si}(x)}{x},\qquad \mathrm{Si}(x)=\int_0^x\frac{\sin t}{t}\,dt .
\]

For fcc nearest neighbours \(n=\sqrt2/R^3\), so \(x=(6\sqrt2\,\pi^2)^{1/3}=4.375\), whatever the mass or stiffness. This gives \(C/U=0.14\) at \(T=0\) and 0.38 classically. The ratio is larger when hot because the classical coth gives more relative weight to low frequencies, hence to long waves.

The model also fixes the sign of \(C\). Cancelling \(\omega\) in its integrand leaves a positive constant times \(\int_0^{\omega_D}\coth(\hbar\omega/2k_BT)\sin(\omega R/c)\,d\omega\). For \(T>0\) the coth is positive and decreasing, so each positive half-wave of the sine outweighs the negative one after it, complete or cut off. Thus \(C>0\) at every finite \(R\). At \(T=0\) the formula above gives \(C\ge0\). In this model your colleague is right, apart from the zeros at \(T=0\), \(x=2\pi m\) with \(m=1,2,\dots\).

**Your crystal**

The Debye model can be compared with your spring lattice. A plane wave in the lattice, with spring constant \(\kappa\), obeys

\[
M\omega^2\boldsymbol\varepsilon=\kappa\sum_{b=1}^{12}\bigl(1-\cos\mathbf q\cdot\mathbf R_b\bigr)\,\mathbf e_b(\mathbf e_b\cdot\boldsymbol\varepsilon),
\]

where \(b\) runs over the nearest neighbours. I diagonalized this on grids of \(20^3\) and \(40^3\) wave vectors, summed the modes, and extrapolated in the grid spacing. For the Debye model I chose \(\omega_D\) so that its classical \(U\) equals that of the lattice, which requires \(3/\omega_D^2\) to equal the mean of \(1/\omega^2\) over the lattice modes. This gives \(\omega_D=4.64\times10^{13}\) rad/s, a Debye temperature of 354 K. The correlation is not fitted.

At 300 K the lattice has \(U=60.2\) and \(C=23.5\ \mathrm{pm^2}\), so

\[
\sigma^2=2(60.2-23.5)\approx73\ \mathrm{pm^2}=0.0073\ \text{Å}^2 .
\]

The Debye integrals, done by quadrature, give \(2(60.2-22.3)\approx76\ \mathrm{pm^2}\), about 3% above the lattice value. For the first shell, in pm²:

| T (K) | 2U, lattice | σ², lattice | σ², Debye |
|---|---|---|---|
| 0 | 35.3 | 29.4 | 29.5 |
| 100 | 50.8 | 34.9 | 35.5 |
| 300 | 120.4 | 73.5 | 75.7 |
| 600 | 234.1 | 140.3 | 145.0 |

The close agreement at \(T=0\) is almost entirely a cancellation: the Debye values of \(U\) and \(C\) are both too low, by 3% and 19% of the lattice values.

The classical \(\sigma^2\) of this lattice follows without any mode sum. There are \(6N\) equivalent bonds, each with mean energy \(\tfrac12\kappa\sigma^2\), and \(3N\) modes, each with mean potential energy \(\tfrac12k_BT\). Equating the totals gives \(\sigma^2=k_BT/(2\kappa)=69\ \mathrm{pm^2}\) at 300 K. The remaining \(4\ \mathrm{pm^2}\) is the quantum correction.

Correlation does not end at the first shell. At 300 K the lattice gives \(\sigma^2=73\), 100, 95 and \(96\ \mathrm{pm^2}\) for shells one to four; the Debye model gives 76, 94, 97 and 98. The lattice values do not rise steadily with distance. The Debye values do over these shells, and the model is 6% low for the second. Even the fourth shell, at 0.50 nm, lies well below \(2U=120\ \mathrm{pm^2}\). The sum is recovered as \(R\to\infty\), where \(\sin(\omega R/c)/(\omega R/c)\to0\) at every \(\omega>0\).

**What the wrong value does**

At \(k=120\ \mathrm{nm^{-1}}=0.12\ \mathrm{pm^{-1}}\), \(2k^2=0.0288\ \mathrm{pm^{-2}}\). The lattice values give

\[
e^{-0.0288\times73.5}=0.12,\qquad e^{-0.0288\times120.4}=0.031 .
\]

Using \(2U\) makes the first-shell amplitude too small by a factor of 3.9.

The reverse error is to read \(\sigma^2/2\) as \(U\) and deduce a Debye temperature. With the Debye value \(\sigma^2/2=37.9\ \mathrm{pm^2}\) at 300 K, solving the formula for \(U\) numerically gives 452 K instead of 354 K. The classical estimate explains the factor: \(U\propto1/\omega_D^2\), so \(\omega_D\) is overestimated by \(1/\sqrt{1-0.384}=1.27\).

**When correlation increases σ²**

Consider two equal atoms on a line, with midpoint \(S=(u_0+u_j)/2\) and relative displacement \(\rho=u_j-u_0\). Then \(u_0=S-\rho/2\), \(u_j=S+\rho/2\), and

\[
C=\langle u_0u_j\rangle=\langle S^2\rangle-\tfrac14\langle\rho^2\rangle .
\]

Shared motion makes \(C\) positive; opposed motion makes it negative. Let the energy be \(\tfrac12K_SS^2+\tfrac12K_\rho\rho^2\). Classically \(\langle S^2\rangle=k_BT/K_S\) and \(\langle\rho^2\rangle=k_BT/K_\rho\), so \(C<0\) when \(K_S>4K_\rho\): the midpoint must be held more than four times as stiffly as the relative coordinate. A weak bond alone does not achieve this. Tie each atom to its site by a spring \(K\) and join the two by a spring \(\kappa_b\). Since \(u_0^2+u_j^2=2S^2+\tfrac12\rho^2\), this gives \(K_S=2K\) and \(K_\rho=K_S/4+\kappa_b\), so in this two-atom model \(C<0\) requires \(\kappa_b<0\): an effective coupling that favours opposed motion. The numbers below correspond to \(K=100\) N/m and \(\kappa_b=-20\) N/m, and the pair is still stable because \(K_S\) and \(K_\rho\) are positive.

Take \(K_S=200\) N/m and \(K_\rho=30\) N/m at 300 K. Then \(\langle S^2\rangle=20.7\) and \(\langle\rho^2\rangle=138.1\ \mathrm{pm^2}\), which gives \(C=20.7-34.5=-13.8\ \mathrm{pm^2}\). The sum of the two mean-square displacements, \(U_0+U_j\), is \(2\langle S^2\rangle+\tfrac12\langle\rho^2\rangle=110\ \mathrm{pm^2}\), while \(\sigma^2=\langle\rho^2\rangle=138\ \mathrm{pm^2}\). Here the sum is too small. This pair is a model showing that the sign of \(C\) is not fixed in general; it does not describe your crystal, where \(\sigma^2<2U\), and so \(C>0\), for all four shells listed above.

So use \(\sigma^2=U_0+U_j-2C\), and take \(C\) from a lattice model or, for an fcc crystal like yours, from the correlated Debye model as an approximation. The accuracy found above, 3% for the first shell and 6% for the second, refers to this nearest-neighbour fcc spring lattice at 300 K, with \(\omega_D\) matched to its classical \(U\), and should not be assumed for open structures such as diamond. If you have measured both \(\sigma^2\) and \(U\) in a cubic crystal with one atom per primitive cell, and static disorder is negligible, then \(C=U-\sigma^2/2\) is itself a result: it measures by how much shared motion along the bond outweighs opposed motion. In other crystals, replace \(U\) by \((U_0+U_j)/2\), with each displacement tensor projected on the bond direction.

All numerical values are calculated from the stated model.
